\section*{Mean ionization energy after sudden electron removal from a Hartree-Fock determinant, part 2}

When light ejects an electron from an atom, the ion may be left in any of several states, so the photoelectron spectrum has a main line and weaker satellites. We study its intensity-weighted mean ionization energy, with fixed nuclei and a nonrelativistic Hamiltonian $H$. Equations are in Hartree atomic units unless constants are shown; most numerical energies are in eV.

The atom is described by a normalized $N$-electron Hartree-Fock determinant $\Phi$ of energy $E_{\rm HF}$. The operator $a_k$ removes an electron from the occupied canonical spin orbital $k$, and $a_k^\dagger$ creates one there. The orbital energy $\varepsilon_k$ is the sum of $h_{kk}$ (kinetic energy plus nuclear attraction) and the repulsion by the other electrons, exchange included. The ion's eigenstates are $\Psi_n$, with $H\Psi_n=E_n\Psi_n$. Line $n$ has intensity $w_n=|\langle\Psi_n|a_k\Phi\rangle|^2$ and ionization energy $I_n=E_n-E_{\rm HF}$.

These intensities hold in the sudden limit, where the electron leaves before the ion can respond and exchanges no energy with it afterwards. Part (a) also set two conditions: only one orbital $k$ contributes to the lines considered, and $|d_{\kappa k}|^2$ is the same for all of them. Here $d_{\kappa k}$ is the matrix element of the light's one-electron operator between $k$ and the photoelectron's continuum orbital $\kappa$, normalized per unit energy.

Part (c) used the eigenvalue equation and the completeness of the $\Psi_n$ to obtain
\begin{equation}
\sum_nw_nE_n=\langle a_k\Phi|H|a_k\Phi\rangle .
\end{equation}
This expectation value equals $E_{\rm HF}-\varepsilon_k$. Hence
\begin{equation}
\sum_nw_n=1,\qquad \sum_nw_nI_n=-\varepsilon_k ,
\label{eq:two}
\end{equation}
where the sums cover the whole ion spectrum, continuum included.

The example is closed-shell magnesium, $1s^22s^22p^63s^2$. The output at the end also lists an earlier test, in which its $3s$ orbital was rotated by $30^\circ$ for both spins, into $2s$ or into an empty $s$ orbital. Each removal energy agreed with the value from the Fock operator of the rotated determinant.

\subsection*{(g) How are relaxation and satellites connected?}

Let $n=0$ label the main line, taken to be a discrete state and the one with the largest weight, and define its relaxation shift as $R=-\varepsilon_k-I_0$. Relate $R$ to the other lines. Then examine an ion in which $a_k\Phi$ couples to one other configuration.

\paragraph{Solution.} Subtract $I_0\sum_nw_n=I_0$ from the second sum in Eq.~\eqref{eq:two}:
\begin{equation}
R=\sum_nw_n(I_n-I_0)=\sum_{n\ne0}w_n(I_n-I_0).
\label{eq:R}
\end{equation}
The main line drops out because its distance from itself is zero. The other lines have total weight $1-w_0$, so their mean distance from the main line is
\begin{equation}
\bar\Delta=\frac{R}{1-w_0}\qquad(w_0<1).
\label{eq:delta}
\end{equation}
If every other line with nonzero weight lies above the main one, then $R>0$: the main line lies below $-\varepsilon_k$. Lines below the main one contribute with negative sign. If $w_0=1$, there are no satellites and $R=0$.

For the two-configuration ion, measure energy from $-\varepsilon_k$. The unrelaxed state then has energy 0. Let the other configuration have energy $\delta>0$ and let the coupling be a real number $V\ne0$. The eigenvalues $\lambda$ satisfy
\begin{equation}
\lambda(\lambda-\delta)-V^2=0,\qquad
\lambda_\pm=\frac{\delta}{2}\pm\sqrt{\frac{\delta^2}{4}+V^2}.
\end{equation}
An unnormalized eigenvector is $(1,c)$. Its first row gives $Vc=\lambda$, so the weight of the unrelaxed state is
\begin{equation}
w=\frac{1}{1+c^2}=\frac{V^2}{V^2+\lambda^2}.
\end{equation}
The product of the roots is $\lambda_+\lambda_-=-V^2$. Inserting $V^2=-\lambda_+\lambda_-$ and cancelling a common factor gives
\begin{equation}
w_-=\frac{\lambda_+}{\lambda_+-\lambda_-},\qquad
w_+=\frac{-\lambda_-}{\lambda_+-\lambda_-}.
\end{equation}
Hence $w_-\lambda_-+w_+\lambda_+=0$: the coupling pushes the lines apart and leaves their centroid in place. For $|V|\ll\delta$, expansion of the root gives $R=-\lambda_-\simeq V^2/\delta$ and $w_+\simeq V^2/\delta^2$. Their ratio is $\delta$, in agreement with Eq.~\eqref{eq:delta}. At fixed $V$, a more distant configuration thus takes less intensity and lowers the main line less.

\subsection*{(h) Does an incomplete description of the ion spoil the mean?}

A calculation replaces the full ion space by a finite one. Let $P$ project on that space, and suppose that it contains $a_k\Phi$. Find the mean for the eigenstates of $PHP$.

\paragraph{Solution.} The approximate states $\Psi_n^P$ in that space are complete within it, so $\sum_n|\Psi_n^P\rangle\langle\Psi_n^P|=P$. With $Pa_k\Phi=a_k\Phi$, their weights sum to one, and
\begin{align}
\sum_nw_n^PE_n^P&=\langle a_k\Phi|PHP|a_k\Phi\rangle \nonumber\\
&=\langle a_k\Phi|H|a_k\Phi\rangle=E_{\rm HF}-\varepsilon_k .
\end{align}
The mean is therefore the same in every such space when the orbitals are held fixed. The line positions and intensities are not. Agreement of the mean with $-\varepsilon_k$ tests the bookkeeping of a calculation, but says nothing about the quality of its satellites.

\subsection*{(i) Where do the lines of magnesium lie?}

Apply these relations to removal of a $2p$ electron from a free magnesium atom. The basis is 6-31G with two added $s$ shells, of exponents 2.0 and 0.1, and one added $p$ shell, of exponent 2.0, in inverse square bohr. This gives 18 spatial orbitals. The ion is diagonalized among determinants of the required symmetry with $1s$ filled and at most $m$ electrons in orbitals that are empty in $\Phi$.

\paragraph{Solution.} The Hartree-Fock energy is $-199.596$ hartree. The two parts of the $2p$ orbital energy are the one-electron part and the repulsion by the other electrons:
\begin{equation}
\varepsilon_{2p}=-426.492+364.433=-62.059\ {\rm eV}.
\end{equation}
The predicted mean is thus 62.06~eV, or 2.281 hartree. Diagonalization gives
\begin{center}
\begin{tabular}{cccc}
$m$ & main line (eV) & $w_0$ & mean (eV)\\
0 & 62.059 & 1.000 & 62.059\\
1 & 58.148 & 0.864 & 62.059\\
2 & 56.438 & 0.786 & 62.059
\end{tabular}
\end{center}
Enlarging the space from 1 to 61 to 1471 states moves the main line down by 5.6~eV while the mean stays in place. The means were summed from eigenvalues and eigenvectors, and each matched the separately obtained orbital energy within $10^{-6}$ hartree.

In the largest space,
\begin{align}
R&=62.059-56.438=5.621\ {\rm eV},\nonumber\\
\bar\Delta&=\frac{5.621}{0.2136}\simeq26.3\ {\rm eV}.
\end{align}
Summing over the other lines directly also gives 26.3~eV. The strongest satellites are at 68.55, 72.54, 82.64 and 68.02~eV, with weights 0.1347, 0.0338, 0.0138 and 0.0105. Their contribution to Eq.~\eqref{eq:R} is
\begin{align}
&0.1347(12.11)+0.0338(16.10)\nonumber\\
&\quad+0.0138(26.20)+0.0105(11.58)\simeq2.66\ {\rm eV}.
\end{align}
These four lines carry 0.193 of the total intensity. The remaining 0.021 supplies about $5.62-2.66=2.96$~eV, so it lies on average some 140~eV above the main line. In this basis, a small amount of intensity at high energy thus accounts for about half the relaxation shift. A spectrum recorded over a short energy range can miss it. In this finite basis the continuum appears as separate levels. No line widths follow, and apart from the mean the numbers are far from converged in the basis. With the uncontracted $s,p$ functions of def2-TZVP (empty orbitals below 30 hartree), the $m=2$ main line is at 53.7~eV, $R\simeq8.4$~eV, $w_0=0.80$ and $\bar\Delta\simeq42$~eV. With two $d$ shells (exponents 3.444 and 0.29) added to the example basis, the values are 54.5~eV, 7.6~eV, 0.82 and 42~eV. The strongest satellite moves to 12.9 and 13.4~eV above the main line. The main line itself lies above the energy needed to remove both $3s$ electrons. The real ion can therefore decay by emitting another electron (Auger decay), and its main line is a resonance in the continuum, not a single eigenstate. Here $w_0$ stands for the weight of that resonance. Lines below the main one have total weight $2\times10^{-5}$.

A separate Hartree-Fock optimization of the ion in the same basis puts it 58.05~eV above $E_{\rm HF}$, close to the $m=1$ main line. The $m=2$ line is lower. The $m=2$ diagonalization includes electron correlation in the ion, whereas the zero $E_{\rm HF}$ includes none for the atom, so the whole of $R$ should not be read as orbital relaxation.

\subsection*{(j) What if the initial atom is correlated?}

Replace $\Phi$ by a normalized correlated ground state $\Psi_0^{(N)}$ of energy $E_0$, and keep the removal operator $a_k$. Find the new mean and compare it with $-\varepsilon_k$ for magnesium.

\paragraph{Solution.} The ion is now left in $G=a_k\Psi_0^{(N)}$. The total intensity is
\begin{equation}
n_k=\langle G|G\rangle=\langle\Psi_0^{(N)}|a_k^\dagger a_k|\Psi_0^{(N)}\rangle ,
\end{equation}
the occupation of orbital $k$, which may be below one. The steps of part (c), followed by division by $n_k$, give the mean
\begin{equation}
\bar I=\frac{\langle G|H|G\rangle}{n_k}-E_0 .
\end{equation}
Nothing forces this to equal $-\varepsilon_k$. Using $a_k$ alone also neglects emission through other orbitals, including those that are empty in $\Phi$ but partly filled in the correlated state.

For magnesium, $\Psi_0^{(N)}$ was calculated with $1s$ filled and at most two electrons in virtual orbitals. It lies 2.13~eV below $E_{\rm HF}$. Moving the zero alone would raise the main line to $56.44+2.13=58.57$~eV and the mean to $62.06+2.13=64.19$~eV. The correlated calculation does put the main line at 58.57~eV, but its mean is 62.36~eV, and $n_k=0.999$. The intensities have changed too: the main line now holds 0.830 of the total, compared with 0.786 before.

The mean moves less than the zero because $G$ retains correlation among the electrons that remain, while $a_k\Phi$ has none. In the expansion of $\Psi_0^{(N)}$, every component in which $k$ is still filled survives the removal, and with it the energy of its coupling to $a_k\Phi$. In this model the combined effect of correlation on the mean is 0.30~eV, or 0.5\% of $-\varepsilon_{2p}$. This value is not converged. In the two larger bases of part (i) the correlation energy about doubles, to 4.1 and 4.5~eV, and the effect on the mean grows to 0.9 and 1.0~eV, about 1.5\%.

\subsection*{(k) Can light of wavelength 13.5 nm show this mean?}

This wavelength is used in extreme-ultraviolet lithography. Its photon energy is 91.84~eV. Find which part of the model spectrum is accessible, and judge whether the electron leaves suddenly.

\paragraph{Solution.} Energy conservation closes every line with $I_n$ above the photon energy. With the weights of part (i), the open lines carry 0.983 of the intensity and their normalized mean is 59.24~eV. This is 2.82~eV below $-\varepsilon_{2p}$, although 1.7\% of the intensity is missing. The closed lines contribute
\begin{equation}
62.059-0.9830\times59.235\simeq3.83\ {\rm eV}
\end{equation}
to the full mean, so their average ionization energy is about $3.83/0.0170\simeq225$~eV.

For suddenness, compare the time $r/v$ in which the electron crosses the outer shell with the response time $\hbar/\omega$ of the ion, where $\omega$ is an excitation energy:
\begin{equation}
\eta=\frac{\omega r}{\hbar v},\qquad v=\sqrt{\frac{2K}{m_e}} .
\end{equation}
The sudden picture needs $\eta\ll1$. Take $\omega=12.11$~eV, the distance of the strongest satellite, and $r=0.186$~nm, the root-mean-square radius of $3s$. A main-line electron has kinetic energy $K=91.84-56.44=35.40$~eV. In atomic units these values are $\omega=0.445$, $r=3.52$ and $v=\sqrt{2(1.301)}=1.61$, so
\begin{equation}
\eta=\frac{0.445\times3.52}{1.61}\simeq0.97 .
\end{equation}
This uses the speed far from the ion. The attraction of the ion makes the electron faster inside, so $\eta$ is overestimated. With the crossing time integrated along the path, using the local speed in the electrostatic field of the ion, it is about 0.6, which is still not small. The condition $\eta\ll1$ is not met at 13.5~nm. With the same $\omega$ and $r$, a 1500~eV photon gives $\eta=0.15$, which is much closer to the sudden regime. This ratio does not predict the changed intensities; those require a calculation in which the photoelectron and ion interact.

The free atom can be set beside reality as follows. Its measured $2p$ ionization energy is roughly 58~eV, near the correlated main line of 58.6~eV, but the difference is comparable with the effect of the basis (the two larger bases of part (i) give 57.8 and 58.9~eV), so this closeness does not measure the accuracy of the model. In a larger $s,p$ basis, the separately optimized ion lies 56.57~eV above the atom's Hartree-Fock energy, 1.48~eV lower than in the example basis, while $-\varepsilon_{2p}$ rises by 0.06~eV. The example basis therefore describes relaxation less well than it describes the mean. Scalar relativity, evaluated in the larger basis, changes $-\varepsilon_{2p}$ by $-0.05$~eV. Spin-orbit coupling splits the $2p$ level by an estimated 0.27~eV in the electrostatic field of the Hartree-Fock atom. A lithographic resist is a molecular or metal-containing solid, not a gas of magnesium atoms. Its levels, screening and electron scattering differ, so these energies are not resist parameters. For the atom at 13.5~nm, closed lines alone move the mean by 2.8~eV in the example basis. This number depends strongly on the basis: it is 5.6 and 5.2~eV in the two larger bases of part (i), about twice as large. The photon energy is also not far above the ionization energies, so $|d_{\kappa k}|^2$ differs between the open lines, contrary to the second condition of part (a). The further shifts from this difference and from loss of suddenness are not included. The numerical output gives the remaining digits.

\section*{Calculated quantities}
\begin{verbatim}
Mg atom, 2p electron removed; binding measured from E_HF
orbitals in basis: 18
E_HF: -199.59616 hartree
2p one-electron part h_kk: -426.492 eV
2p electron-repulsion part: 364.433 eV
minus 2p orbital energy: 62.059 eV
minus 2p orbital energy: 2.28063 hartree
largest gap to independent full-CI levels: 1.6e-13 hartree
max virtual electrons | states | main line eV | weight | mean eV
  0 | 1 | 62.059 | 1.0000 | 62.059
  1 | 61 | 58.148 | 0.8640 | 62.059
  2 | 1471 | 56.438 | 0.7864 | 62.059
largest-space mean plus eps: -7.5e-09 eV
main line below minus eps by: 5.621 eV
weight outside main line: 0.2136
weight below main line: 0.00002
mean distance of other lines from main: 26.308 eV
strongest satellites above main: binding eV | weight
  68.55 | 0.1347
  72.54 | 0.0338
  82.64 | 0.0138
  68.02 | 0.0105
Rotated determinants, removal of the 3s-like orbital
  3s mixed with 2s by 30 deg: 30.775 eV
  3s mixed with a virtual s by 30 deg: 5.949 eV
Correlated initial state
  correlation energy of atom in this space: -2.128 eV
  2p spin-orbital occupation: 0.9992
  main line from correlated energy: 58.567 eV
  main-line share of intensity: 0.8301
  mean from correlated energy: 62.358 eV
Basis and relativity
  separately optimized ion, example basis: 58.051 eV
  separately optimized ion, large basis: 56.569 eV
  minus 2p orbital energy, large basis: 62.119 eV
  scalar relativistic change of minus eps: -0.046 eV
  estimated 2p spin-orbit splitting: 0.269 eV
Finite photon energy
  wavelength: 13.5 nm
  photon energy: 91.84 eV
  weight of open lines: 0.9830
  mean over open lines: 59.235 eV
  photoelectron energy, main line: 35.40 eV
  3s rms radius: 0.1861 nm
  strongest satellite minus main line: 12.11 eV
  eta at 13.5 nm: 0.97
  eta at 1500 eV: 0.15
\end{verbatim}
